# Acoustic-phonon cooling and Shockley's square-root law for hot electrons, part 2

A field of magnitude $E$ heats a dilute electron gas in a semiconductor, and longitudinal acoustic phonons remove the energy. Electrons have isotropic mass $m$, charge $-e$, speed $v$, wavenumber $k=mv/\hbar$ and energy $\varepsilon=\tfrac12 mv^2$. The force $F=eE$ defines the positive $z$ direction. Formulas are in SI form.

The lattice has temperature $T$, density $\rho$, deformation potential $D$ and sound speed $c$. Phonons have wavenumber $q$, frequency $\omega=cq$ and occupation $N=1/(e^{\hbar\omega/k_BT}-1)$. "Quasi-elastic" means that $\hbar\omega$ is small beside $k_BT$ and $k_BT_e$. The free path $l$ is then independent of energy, and the collision time is $\tau=l/v$. The density of states for one spin is $g(\varepsilon)=mk/(2\pi^2\hbar^2)$, and the energy-exchange strength is $S(v)=m^2c^2v^3/(lk_BT)$.

The net downward rate between states $\hbar\omega$ apart is proportional to $(N+1)f_0(\varepsilon+\hbar\omega)-Nf_0(\varepsilon)$, where $f_0$ is the isotropic distribution. The field adds an anisotropic part $\delta f$, which gives the drift speed $v_d$:

$$
\delta f=-F\tau v_z\frac{df_0}{d\varepsilon},\qquad
v_d=-\frac F3\frac{\int g v^2\tau f_0'\,d\varepsilon}{\int g f_0\,d\varepsilon}.
$$

Shockley's result assumes a Maxwellian $f_0$ at temperature $T_e$, with phonons alone shaping $\delta f$. Write $\theta=T_e/T$, $u=\sqrt{2k_BT_e/m}=u_0\sqrt\theta$ and $r=\mu_0E/c$. The mean collision rate is $\langle v\rangle/l$, with $\langle v\rangle=2u/\sqrt\pi$. The low-field mobility and the power lost per electron are

$$
\mu_0=\frac{4el}{3\sqrt\pi\,mu_0},\qquad
P_{\rm loss}=\frac{4mc^2\langle v\rangle}{l}\left(\frac{T_e}{T}-1\right).
$$

Equating the loss to the Joule power gave

$$
\theta^2-\theta-\frac{3\pi}{32}r^2=0,\qquad
v_d=\mu_0E\sqrt{\frac T{T_e}}.
$$

At low field $v_d\simeq\mu_0E(1-3\pi r^2/64)$. At high field

$$
v_d\simeq\left(\frac{32}{3\pi}\right)^{1/4}\sqrt{\mu_0cE}.
$$

In the closing table, the mobility-test ratio 0.9573 reflects a first velocity sample given half its proper weight; corrected, it is about 1.01.

The question now is how large the field must be before the exponent one half appears.

**A.** Differentiate the logarithm of $\theta(\theta-1)=(3\pi/32)r^2$:

$$
\frac{d\ln\theta}{d\ln r}\left(1+\frac{\theta}{\theta-1}\right)=2,
\qquad
\frac{d\ln\theta}{d\ln r}=\frac{2(\theta-1)}{2\theta-1}.
$$

Since $v_d\propto r\theta^{-1/2}$,

$$
\frac{d\ln v_d}{d\ln E}=1-\frac{\theta-1}{2\theta-1}=\frac{\theta}{2\theta-1}.
$$

This falls from 1 at $\theta=1$ towards $1/2$. At $\theta=4$ it is still $4/7$.

**Q.** Then I simply raise the field until $\theta$ is enormous.

**A.** The quasi-elastic assumption stands in the way. The largest phonon wavenumber in a nearly elastic collision is $2k$, so at speed $u$ the largest phonon energy is $2mcu$. Its square relative to $(k_BT)^2$ is

$$
\frac{4m^2c^2u^2}{(k_BT)^2}=\frac{8mc^2}{k_BT}\,\theta .
$$

The clean square-root regime therefore needs $1\ll\theta\ll k_BT/(8mc^2)$, where the upper end is a scale and not a sharp boundary.

The drift stays modest beside the random motion:

$$
\frac{v_d}{u}=\frac{c}{u_0}\frac r\theta
=\frac c{u_0}\sqrt{\frac{32}{3\pi}\frac{\theta-1}{\theta}} .
$$

This remains below $1.85\,c/u_0$. The expansion parameter itself is larger: for the Maxwellian $|\delta f/f_0|\le eEl/k_BT_e=(3\sqrt\pi/2)\,v_d/u$, which remains below $4.9\,c/u_0$. A small enough $c/u_0$ therefore protects the expansion in the anisotropy at every field in this model. In the example below, $eEl/k_BT_e$ is 0.62, which is not small.

**Q.** You promised to remove the Maxwellian assumption. What do the phonons choose if electrons do not collide with one another?

**A.** Let $f(\varepsilon)$ be any smooth isotropic distribution and consider the flow of electrons along the energy axis. For a small phonon energy the net factor is

$$
(N+1)f(\varepsilon+\hbar\omega)-Nf(\varepsilon)
\simeq f+N\hbar\omega f'\simeq f+k_BTf'.
$$

A jump of length $\hbar\omega$ crosses a given energy if it starts within $\hbar\omega$ of it. The downward number flow is thus the rate weighted by $\hbar\omega$, which is $gS(f+k_BTf')$.

The field changes an electron's energy at the rate $Fv_z$. With $\delta f=-F\tau v_zf'$, its upward flow is

$$
g\langle Fv_z\,\delta f\rangle_{\rm angle}=-\frac{gF^2lv}{3}f'.
$$

In a steady state without sources the two flows are equal. Putting in $S$ and dividing by $gm^2c^2v^3/(lk_BT)$,

$$
f+k_BTf'=-\frac{F^2l^2k_BT}{3m^2c^2v^2}f'.
$$

Now use $mv^2=2\varepsilon$, $y=\varepsilon/k_BT$ and $p=F^2l^2/(6mc^2k_BT)$:

$$
f=-\left(1+\frac py\right)\frac{df}{dy},\qquad
\frac{d\ln f}{dy}=-\frac{y}{y+p}=-1+\frac p{y+p}.
$$

Integration gives the Davydov distribution, $f\propto e^{-y}(1+y/p)^p$.

**Q.** That is not Maxwellian. Does the square-root law survive?

**A.** It does. The general drift formula with $\tau=l/v$ contains $\int gvf'd\varepsilon$. Since $gv\propto\varepsilon$, integration by parts turns this into $-\int f\,d\varepsilon$ with the same constant. Fixing the overall factor by the low-field limit, where $f=e^{-y}$ and $v_d=\mu_0E$,

$$
v_d=\frac{\sqrt\pi}{2}\mu_0E\,
\frac{\int_0^\infty f\,dy}{\int_0^\infty\sqrt y\,f\,dy}.
$$

At high field $p$ is large, and $\ln f=p\ln(1+y/p)-y\simeq-y^2/2p$. With $z=y^2/2p$ the integrals become

$$
\int f\,dy=\frac{\sqrt\pi}{2}(2p)^{1/2},\qquad
\int\sqrt y f\,dy=\frac12(2p)^{3/4}\Gamma(3/4).
$$

Comparing $p$ with the Maxwellian balance, where $e^2l^2E^2/(6m^2c^2u_0^2)=3\pi r^2/32$ and $u_0^2=2k_BT/m$, gives $p=3\pi r^2/16$. Thus

$$
v_d\simeq\frac{\pi}{2\Gamma(3/4)}\left(\frac8{3\pi}\right)^{1/4}\sqrt{\mu_0cE}
\simeq1.23\sqrt{\mu_0cE}.
$$

The coefficient is 9% below Shockley's. At low field the shape matters more for the departure from Ohm's law. For small $p$, $f\propto e^{-y}(1+p\ln y)$, and the averages of $\ln y$ with weights $\sqrt y\,e^{-y}$ and $e^{-y}$ differ by $2-2\ln2$. Hence $v_d\simeq\mu_0E[1-(3\pi/8)(1-\ln2)r^2]$, whose coefficient 0.36 is about 2.5 times Shockley's $3\pi/64=0.147$. A particle simulation in a field, with inelastic phonons, $c/u_0=0.05$ and $p=4$, tested these flows. Its mean energy and its drift both agreed with the Davydov values to within 1%.

**Q.** Give me a case with numbers. Which semiconductor obeys these assumptions?

**A.** None obeys them all. I take rough, rounded parameters in the regime of high-purity n-type germanium near 10 K: $m=0.22$ free-electron masses, $D=9$ eV, $\rho=5.3$ g/cm³ and $c=5.4$ km/s. The field is 4 V/cm. In SI units the free path is

$$
l=\frac{\pi\hbar^4\rho c^2}{D^2m^2k_BT}
=\frac{6.005\times10^{-125}}{1.153\times10^{-119}}\ \text{m}=5.21\ \mu\text{m}.
$$

With $u_0=37.1$ km/s, the mobility formula gives $\mu_0=84.4$ m²/Vs, or $8.44\times10^5$ cm²/Vs. Then

$$
r=\frac{84.4\times400}{5400}=6.25,\qquad
\theta=\frac{1+\sqrt{1+1.178\times6.25^2}}{2}=3.93 .
$$

The electron temperature is 39.3 K. The drift speed is $5.4\times6.25/\sqrt{3.93}=17.0$ km/s, where Ohm's law without heating would give 33.8 km/s. The high-field formula gives 18.3 km/s, and the local exponent of the quasi-elastic formula is 0.57, so within that formula the asymptote is near but not reached.

**Q.** Do the two powers really match?

**A.** The Joule power is $400\ \text{V/m}\times1.703\times10^4\ \text{m/s}$ per electron charge, or 6.8 MeV/s. On the other side, the collision rate is

$$
\frac{2u_0\sqrt\theta}{\sqrt\pi\,l}=1.59\times10^{10}\ \text{s}^{-1}.
$$

The loss divided by this rate is $4mc^2(\theta-1)=0.43$ meV. The product is again 6.8 MeV/s.

**Q.** By your own criterion, are these phonons soft enough?

**A.** Not comfortably. The scale $k_BT/(8mc^2)$ is 2.95, below $\theta$, and the largest phonon energy at speed $u$ is $1.15k_BT$. Keeping the phonon energies while retaining a Maxwellian gives 39.8 K and 16.6 km/s if the current is assigned a momentum-relaxation time. That step is not exact for inelastic scattering; the full linearized equation gives 39.6 K and 16.4 km/s, a drift 3 to 4% below Shockley's. The error in the drift is smaller than the criterion alone might suggest. The exponent suffers more. For the Maxwellian with the phonon energies kept, it is about 0.60, 0.50, 0.42 and 0.31 at 2, 4, 8 and 32 V/cm, so it passes through one half without a plateau. With inelastic phonons and no electron collisions, the full Boltzmann equation gives about 0.57, 0.48, 0.40 and 0.30 at 2, 4, 8 and 23 V/cm, again without a plateau. The zero-field mobility also shifts, to about 89 m²/Vs from 84.4.

The shape matters more. The Davydov drift is 15.5 km/s, 9% below Shockley's, although its mean energy corresponds to nearly the same temperature, 39.4 K. The simulation with inelastic phonons and no electron collisions gives 14.8 km/s with a sampling error of about 0.2 km/s, or roughly 13 to 15% below.

**Q.** Which shape would the electrons have?

**A.** That depends on their density $n$. I estimated the Coulomb rate as $4\pi nvb^2\ln(2k\lambda)$ at the rms speed, with $b=e^2/(4\pi\epsilon mv^2)$, $\epsilon$ the permittivity (16 times that of vacuum) and $\lambda$ the Debye length. For $n=10^{12}$ cm⁻³ this is 0.3 of the energy-relaxation rate, defined as the Joule power divided by $\tfrac32k_B(T_e-T)$. Electron collisions are then too slow to enforce a Maxwellian, though not negligible.

An equal density of ionized impurities would add about 3% to the phonon momentum-relaxation rate at the rms speed, and more for slower electrons. Averaged over the Maxwellian, this lowers the mobility by about 7% at 39.3 K and by about 30% at zero field, where $T_e=10$ K. These figures are on the high side, because $\ln(2k\lambda)$ is the Born logarithm, while $e^2/(4\pi\epsilon\hbar v)$ is 1.5 at 39.3 K and 3 at 10 K. With the scattering treated beyond the Born approximation, the logarithm falls from 6.4 to 4.9 and from 5.0 to 3.0, the ratio 0.3 becomes about 0.24, and the mobility losses become about 6% and 24%. The measured low-field mobility would then not be the acoustic $\mu_0$ that enters $r$. Raising $n$ favours the Maxwellian but, if the impurities rise with it, also spoils the acoustic mobility. Degeneracy is negligible: $n$ is about $10^{-5}$ of the effective density of states.

**Q.** Why choose such a cold lattice?

**A.** Optical phonons limit the model from above. With a rough energy of 37 meV and a rough coupling of $5\times10^8$ eV/cm, their spontaneous emission at 39.3 K would remove 3% of the Joule power. The emitting electrons lie in the tail above 37 meV, whose population contains $e^{-37\,\text{meV}/k_BT_e}$, so this share rises steeply with $T_e$. The figure belongs to the Maxwellian; the thinner Davydov tail makes it negligible. It also leaves out the intervalley phonons of germanium, whose energies are lower, roughly 27.6 and 10.3 meV. With rough and uncertain couplings of $1.6$ to $3\times10^8$ eV/cm and $0.2\times10^8$ eV/cm, and three final valleys, they would remove 13 to 45% and about 23% of the Joule power from the Maxwellian gas. For the Davydov shape only the lower phonon matters, at about 13%. Even at 10 K the loss in germanium may thus not be purely acoustic.

**Q.** And how close is all this to real germanium?

**A.** The density-of-states mass, sound speed and optical energy are typical in size; the single deformation potential is a simplification. The density $10^{12}$ cm⁻³ is well above the roughly $10^{10}$ cm⁻³ of detector-grade crystals, where electron collisions would be weaker still. Of the failures estimated here, that of the isotropic mass has the largest effect on the drift. A germanium valley has rough masses $m_l=1.6$ and $m_t=0.08$ in free-electron units.

If phonon speed and $D$ remain isotropic, $\tau(\varepsilon)$ depends on $m_d=(m_lm_t^2)^{1/3}$. The mobility averaged over directions depends on $m_c=3/(1/m_l+2/m_t)$, because $\langle v_i^2\rangle=2\varepsilon/(3m_i)$ on an energy surface. The loss depends on $\langle q^2\rangle=2\langle k^2\rangle$, and hence on $m_a=(m_l+2m_t)/3$. Joule heating gains the factor $m_d/m_c=1.85$ and the loss gains $m_a/m_d=2.70$.

The balance, with $\mu_0$ still the isotropic value, becomes

$$
\theta(\theta-1)=\frac{3\pi}{32}r^2\,\frac{1.85}{2.70},\qquad
v_d=1.85\,\frac{\mu_0E}{\sqrt\theta}.
$$

It gives 33.6 K and 34 km/s, twice the isotropic drift. This treats $m_d=0.217$ as equal to 0.22; keeping the difference raises the temperature to 34.5 K. Most of that factor comes from holding $D$ fixed, which raises the low-field mobility by 1.85 as well. If $D$ is raised to about 12 eV so that the low-field mobility is unchanged, the balance gives 21 K and 23 km/s, 37% above the isotropic drift. The direction average is exact only for a field along $\langle100\rangle$, where the four valleys are equivalent; along $\langle111\rangle$ they would heat unequally, to about 14 K and 38 K without intervalley transfer. The heavy longitudinal mass also makes the phonons harder: with inelastic phonons and no electron collisions the 34 km/s falls to about 28 km/s. The isotropic example therefore shows the mechanism and the scaling, but is no prediction for germanium. Transverse phonons and an anisotropic deformation potential would alter the numbers again.

**Q.** Could the field also change the number of electrons?

**A.** It could, because neutral shallow donors are to be expected. In equilibrium at 10 K, with $n=10^{12}$ cm⁻³ and a 10 meV donor, there are three or four neutral donors per free electron if four valleys, a twofold donor level and no compensation are assumed. The number is about 14 for the one-valley band of the example or for an eightfold level, and about 100 if the ground level lies near 13 meV. These neutral donors also scatter electrons, which the estimates above leave out. Treated as hydrogen-like atoms, 4, 14 and 100 of them per electron lower the mobility at 10 K by about 2%, 7% and 30%, and in the last case the drift at 4 V/cm falls from 17.0 to about 14.5 km/s. Moreover, 4 V/cm is of the order of the impurity-breakdown field of germanium at low temperature. About 12% of the Maxwellian electrons (8 to 9% for the Davydov shape) have more than 10 meV, a rough donor ionization energy, and can free further electrons by impact. A measured current could then rise faster than the drift speed. To test the square-root law one must hold the carrier density fixed or measure the drift speed directly, and even then the parameters of this example leave no range of field over which the exponent stays at one half. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Mass / free-electron mass: 0.22
Acoustic deformation potential: 9 eV
Mass density: 5.3 g/cm3
Sound speed: 5.4 km/s
Lattice temperature: 10 K
Field: 4 V/cm
Acoustic free path: 5.208 um
Thermal speed u0: 37.12 km/s
Zero-field mobility: 8.439e+05 cm2/Vs
mu0 E/c: 6.251
Shockley Te/T: 3.929
Shockley electron temperature: 39.29 K
Shockley drift speed: 17.03 km/s
Ohmic drift speed without heating: 33.75 km/s
High-field asymptote at this field: 18.33 km/s
Local exponent d ln(v_d)/d ln(E): 0.5729
Joule power per electron: 6.812 MeV/s
High-field coefficient, formula: 1.357
High-field coefficient, numerical balance: 1.355
High-field coefficient, Davydov: 1.229
Mobility test: simulation / formula: 0.9573
Davydov test: simulated / predicted energy: 1
Davydov test: simulated / predicted drift: 0.9945
Largest phonon energy at speed u / kT: 1.153
kT/(8 m c^2), upper scale for Te/T: 2.953
Inelastic Maxwellian temperature: 39.8 K
Inelastic Maxwellian drift speed: 16.55 km/s
Davydov energy-equivalent temperature: 39.41 K
Davydov drift speed: 15.5 km/s
Inelastic Monte Carlo energy temperature: 39.16 K
Inelastic Monte Carlo drift speed: 14.75 km/s
Optical phonon energy: 37 meV
Optical coupling: 5e+08 eV/cm
Optical loss / Joule power at Shockley Te: 0.02965
Longitudinal valley mass / free mass: 1.6
Transverse valley mass / free mass: 0.08
Anisotropic-mass electron temperature: 33.55 K
Anisotropic-mass drift speed: 34.18 km/s
Electron and ionized-impurity density: 1e+12 cm-3
Relative permittivity: 16
Impurity / phonon momentum rate: 0.03281
Electron-collision / energy-relaxation rate: 0.3155
Density / effective density of states: 8.148e-06
Fraction above 10 meV donor threshold: 0.1162
Drift speed / hot thermal speed u: 0.2314
```
